# Processes in the First-Order QED Vertex and Four-Momentum Conservation

## Question

Electrons have mass $m>0$ and charge $-e$. Natural units $\hbar=c=1$ and the metric $(+,-,-,-)$ are used, so $p\cdot k=E\omega-\mathbf p\cdot\mathbf k$. Energies and momenta are given in units of $m$. The interaction Lagrangian density is $e\,\bar\psi\gamma^\mu\psi A_\mu$, and it contains no time derivatives, so the interaction Hamiltonian density is its negative. The first-order term of the S-matrix is therefore

$$S^{(1)}=-i\int d^4x\,\mathcal H_{\rm int}=ie\int d^4x\;N\big[\bar\psi\gamma^\mu\psi A_\mu\big],$$

where $N$ denotes normal ordering: annihilation operators stand to the right, with a minus sign for each exchange of two fermion operators. The fields are free fields,

$$\psi=\sum_r\!\int\! d\tilde p\,\big[b_r(\mathbf p)u_r(p)e^{-ip\cdot x}+d_r^\dagger(\mathbf p)v_r(p)e^{ip\cdot x}\big],$$

$$A_\mu=\sum_\lambda\!\int\! d\tilde k\,\big[a_\lambda(\mathbf k)\varepsilon_\mu e^{-ik\cdot x}+a^\dagger_\lambda(\mathbf k)\varepsilon^*_\mu e^{ik\cdot x}\big],$$

with $d\tilde p=d^3p/[(2\pi)^3 2E]$ and $d\tilde k=d^3k/[(2\pi)^3 2\omega]$. Here $b$ annihilates electrons, $d$ positrons and $a$ photons.

**(a)** List the elementary processes contained in $S^{(1)}$. What does normal ordering remove?

**(b)** Find the condition that the integration over $x$ imposes on the momenta.

**(c)** Decide which of the processes can occur when all particles are free, on shell, and the photon has $\omega>0$.

**(d)** Impose conservation of three-momentum only. Find the remaining energy mismatch and its sign. Evaluate it for $|\mathbf p|=0.75\,m$, $\omega=3\,m$ and an angle of $60^\circ$ between $\mathbf p$ and $\mathbf k$.

**(e)** Can a photon with $\omega>2m$ create a pair, or a fast electron emit a photon, because enough energy is available? Find how small the mismatch can become.

**(f)** Is the spinor factor zero as well? What happens if the interaction acts for a finite time?

**(g)** Examine what changes for a massless charge, for a massive vector particle, and for an internal photon line.

## Model answers

### (a) The terms of the vertex

The field $\psi$ either annihilates an electron or creates a positron. Its adjoint $\bar\psi$ either creates an electron or annihilates a positron. The field $A_\mu$ either annihilates or creates a photon. One choice is made from each field, which gives $2\times2\times2=8$ terms:

1. $b^\dagger b\,a^\dagger$: $e^-\to e^-\gamma$
2. $b^\dagger b\,a$: $e^-\gamma\to e^-$
3. $d^\dagger d\,a^\dagger$: $e^+\to e^+\gamma$
4. $d^\dagger d\,a$: $e^+\gamma\to e^+$
5. $b^\dagger d^\dagger a$: $\gamma\to e^-e^+$
6. $d\,b\,a^\dagger$: $e^-e^+\to\gamma$
7. $b^\dagger d^\dagger a^\dagger$: vacuum $\to e^-e^+\gamma$
8. $d\,b\,a$: $e^-e^+\gamma\to$ vacuum

Other particles may be present as spectators, but they do not take part.

Normal ordering matters for terms 3 and 4. The plain product contains $d\,d'^\dagger=-d'^\dagger d+\{d,d'^\dagger\}$. The anticommutator is a number. Multiplied by $a^\dagger$ or $a$, it gives terms in which a photon is created or absorbed alone, with no fermion taking part. Normal ordering keeps $-d'^\dagger d$ and drops these terms mode by mode. For a transverse photon they would also cancel in the sum over modes, because opposite positron momenta contribute with opposite signs.

The count was tested with matrix elements in a small Fock space of two electron modes, two positron modes and one photon mode, with random numbers as couplings so that no term cancels by symmetry. Transitions involving two different fermion modes fall into these eight kinds, and the vacuum-to-photon element vanishes after normal ordering.

### (b) The delta function

Call the two fermion momenta $p$ and $p'$ and the photon momentum $k$. Give each particle a sign: $s=+1$ if it is incoming (annihilated) and $s=-1$ if it is outgoing (created). The field expansions show that an annihilated particle contributes $e^{-ip\cdot x}$ and a created one $e^{+ip\cdot x}$. Both cases are $e^{-is\,p\cdot x}$. The product of the three phases is $e^{-iQ\cdot x}$ with

$$Q=s_1p+s_2p'+s_3k,$$

and hence

$$\int d^4x\,e^{-iQ\cdot x}=(2\pi)^4\delta^4(Q).$$

The amplitude vanishes unless $Q=0$, that is, unless total incoming four-momentum equals total outgoing four-momentum. This result uses an interaction that acts over all space and all time.

### (c) None of the eight can occur

Suppose that $Q=0$. Isolate one fermion:

$$s_2p'=-(s_1p+s_3k).$$

Square both sides. Since $s_i^2=1$, $p^2=p'^2=m^2$ and $k^2=0$,

$$m^2=m^2+2s_1s_3\,p\cdot k\quad\Longrightarrow\quad p\cdot k=0.$$

With $\theta$ the angle between $\mathbf p$ and $\mathbf k$, and $|\mathbf k|=\omega$,

$$p\cdot k=\omega\,(E-|\mathbf p|\cos\theta)\ \ge\ \omega\,(E-|\mathbf p|).$$

Because $E^2-|\mathbf p|^2=m^2$, the last bracket equals $m^2/(E+|\mathbf p|)$, so

$$p\cdot k\ \ge\ \frac{\omega m^2}{E+|\mathbf p|}>0 .$$

This contradicts $p\cdot k=0$. The signs $s_i$ were left arbitrary, so the argument covers all eight processes: each is forbidden.

Physically, $p\cdot k=m\omega_0$, where $\omega_0$ is the photon energy in the rest frame of the fermion. It could vanish only if that observer saw a photon of zero energy, and no massive particle can move fast enough for that.

The condition $\omega>0$ is needed. For the scattering processes 1 to 4, $p=p'$ with $k=0$ satisfies $Q=0$ formally, but it describes a fermion that continues unchanged and no photon of positive energy.

For the momenta of part (d), $E=\sqrt{1+0.75^2}\,m=1.25\,m$ and

$$p\cdot k=3\,(1.25-0.75\times0.5)\,m^2=2.625\,m^2.$$

The lower bound, reached at $\theta=0$, is $3/(1.25+0.75)\,m^2=1.5\,m^2$.

### (d) The energy mismatch

Setting the spatial part of $Q$ to zero fixes $\mathbf p'=-s_2(s_1\mathbf p+s_3\mathbf k)$. What remains is

$$Q^0=X+s_2E',\qquad X=s_1E+s_3\omega,$$

which is incoming minus outgoing energy. To evaluate it, compare the squares

$$X^2=E^2+\omega^2+2s_1s_3E\omega,$$

$$E'^2=m^2+|\mathbf p|^2+\omega^2+2s_1s_3\,\mathbf p\cdot\mathbf k .$$

In the difference $E^2$ cancels against $m^2+|\mathbf p|^2$, and $\omega^2$ cancels too:

$$X^2-E'^2=2s_1s_3\,(E\omega-\mathbf p\cdot\mathbf k)=2s_1s_3\,p\cdot k .$$

The left side factorizes as $(X+s_2E')(X-s_2E')$, and the first factor is $Q^0$. The product is not zero, so neither factor is, and

$$Q^0=\frac{2s_1s_3\,p\cdot k}{X-s_2E'}\neq0 .$$

The sign follows from the same difference of squares.

- If $s_1=s_3$, then $X^2>E'^2$. The term $X$ dominates in $Q^0$, and $Q^0$ has the sign of $X$, which is $s_1$.
- If $s_1=-s_3$, then $E'^2>X^2$. The term $s_2E'$ dominates, and $Q^0$ has the sign $s_2$.

In both cases this is the sign shared by the majority of the three particles. At equal total three-momentum, the side with more particles has more energy.

For the numbers, $\mathbf p\cdot\mathbf k=0.75\times3\times0.5\,m^2=1.125\,m^2$. The second fermion has

$$E'=\sqrt{1+0.5625+9\pm2.25}\,m,$$

with the upper sign for $s_1s_3=+1$, giving $3.5795\,m$, and the lower for $s_1s_3=-1$, giving $2.8831\,m$. In processes 1 to 4, $p$ is taken as the incoming fermion.

| Process | $(s_1,s_2,s_3)$ | $Q^0/m$ |
|---|---|---|
| 1, 3: emission | $(+,-,-)$ | $-4.6331$ |
| 2, 4: absorption | $(+,-,+)$ | $+0.6705$ |
| 5: $\gamma\to e^-e^+$ | $(-,-,+)$ | $-1.1331$ |
| 6: $e^-e^+\to\gamma$ | $(+,+,-)$ | $+1.1331$ |
| 7: from vacuum | $(-,-,-)$ | $-7.8295$ |
| 8: to vacuum | $(+,+,+)$ | $+7.8295$ |

For absorption, for example, $Q^0=(1.25+3-3.5795)\,m=0.6705\,m$. The formula gives the same: $2\times2.625/(4.25+3.5795)=0.6705$.

Emission is a weak illustration here, because an electron of energy $1.25\,m$ could not pay for a photon of $3\,m$ in any case. Part (e) takes a faster electron.

### (e) Enough energy is not enough

**Pair creation.** The electron has momentum $\mathbf p$ and the positron $\mathbf k-\mathbf p$. Their energies are the ordinary Euclidean lengths of the four-component vectors $(m,\mathbf p)$ and $(m,\mathbf k-\mathbf p)$, whose sum is $(2m,\mathbf k)$. The triangle inequality gives

$$E+E'\ \ge\ \sqrt{4m^2+\omega^2}\ >\ \omega .$$

Equality requires parallel vectors. Their first components are equal, so the vectors must be equal, which means $\mathbf p=\mathbf k/2$. The smallest gap is

$$\sqrt{4m^2+\omega^2}-\omega=\frac{4m^2}{\sqrt{4m^2+\omega^2}+\omega}.$$

At $\omega=3\,m$ the photon has more than the rest energy $2m$ of a pair. The pair must also carry the photon's momentum, however, and then needs at least $3.6056\,m$. The gap is $0.6056\,m$, or $309.4$ keV. For $\omega\gg m$ it falls as $2m^2/\omega$ without reaching zero.

**Emission.** Let the electron emit the photon straight ahead, with $|\mathbf p|>\omega$. The energy that is lacking is

$$\Delta=E'+\omega-E,\qquad E'=\sqrt{m^2+(|\mathbf p|-\omega)^2}.$$

For $|\mathbf p|=4\,m$ and $\omega=3\,m$ the electron has $E=4.1231\,m$. This exceeds $\omega+m=4\,m$, so the energy would suffice for the photon and an electron at rest. That final state has momentum $3\,m$ instead of $4\,m$. With the correct momentum, $E'=1.4142\,m$ and

$$\Delta=(1.4142+3-4.1231)\,m=0.2911\,m,$$

or $148.8$ keV.

When both $|\mathbf p|$ and $|\mathbf p|-\omega$ are much larger than $m$, each square root can be expanded as $\sqrt{m^2+P^2}\approx P+m^2/(2P)$. The terms linear in momentum cancel, since $(|\mathbf p|-\omega)+\omega-|\mathbf p|=0$, and

$$\Delta\approx\frac{m^2}{2}\left(\frac1{|\mathbf p|-\omega}-\frac1{|\mathbf p|}\right)=\frac{m^2\omega}{2|\mathbf p|(|\mathbf p|-\omega)} .$$

With $\omega=3\,m$:

| $\lvert\mathbf p\rvert/m$ | $\Delta/m$ | Approximation$/m$ |
|---|---|---|
| 4 | $0.2911$ | $0.3750$ |
| 40 | $1.0130\times10^{-3}$ | $1.0135\times10^{-3}$ |
| 400 | $9.4458\times10^{-6}$ | $9.4458\times10^{-6}$ |

The approximation is poor in the first row, where $|\mathbf p|-\omega=m$ violates its condition. The gap can be made as small as desired by raising $|\mathbf p|$, but by part (c) it is never zero. This holds for a photon in vacuum, $|\mathbf k|=\omega$. In a medium with $|\mathbf k|=n\omega$ and $n>1$ the gap for a soft photon closes at $\cos\theta=E/(n|\mathbf p|)$ once the electron is fast enough that this is at most 1, for example at $\cos\theta=0.775$ for $n=1.33$ and $|\mathbf p|=4\,m$; this is Cherenkov radiation.

### (f) The spinor factor and a finite interaction time

Take pair creation with a real polarization vector $\varepsilon=(0,\boldsymbol\varepsilon)$ perpendicular to the plane of $\mathbf p$ and $\mathbf k$. Then $\varepsilon^2=-1$ and $\varepsilon\cdot p=\varepsilon\cdot p'=0$. Write $\not p=\gamma^\mu p_\mu$. The spin sums are $\sum u\bar u=\not p+m$ and $\sum v\bar v=\not p'-m$, and for real $\varepsilon$ the complex conjugate of $\bar u\not\varepsilon v$ is $\bar v\not\varepsilon u$. Hence

$$\sum_{\rm spins}|\bar u(p)\not\varepsilon v(p')|^2=\mathrm{Tr}\big[(\not p+m)\not\varepsilon(\not p'-m)\not\varepsilon\big].$$

Since $\varepsilon\cdot p'=0$, $\not\varepsilon$ anticommutes with $\not p'$. Also $\not\varepsilon\not\varepsilon=\varepsilon^2=-1$. Therefore $\not\varepsilon\not p'\not\varepsilon=-\not p'\not\varepsilon\not\varepsilon=\not p'$ and $\not\varepsilon(-m)\not\varepsilon=m$. The trace becomes

$$\mathrm{Tr}\big[(\not p+m)(\not p'+m)\big]=4\,(p\cdot p'+m^2)>0,$$

because traces of a single $\gamma$ matrix vanish and $\mathrm{Tr}[\not p\not p']=4p\cdot p'$.

For the momenta of part (d), $\mathbf p\cdot\mathbf p'=\mathbf p\cdot\mathbf k-|\mathbf p|^2=0.5625\,m^2$. This gives $p\cdot p'=(1.25\times2.8831-0.5625)\,m^2=3.0414\,m^2$ and a spin sum of $16.17\,m^2$. This number belongs to the chosen $\varepsilon$. The transverse polarization in the plane of $\mathbf p$ and $\mathbf k$ gives $12.79\,m^2$. Because energy is not conserved at these momenta, $k_\mu\bar u\gamma^\mu v\neq0$, so the value also changes under $\varepsilon\to\varepsilon+c\,k$ (to $17.97\,m^2$ for $c=1/\omega$). For transverse polarizations the spinor factor does not forbid this process; the delta function does.

Now let the interaction be switched on and off smoothly by a factor $e^{-t^2/2\tau^2}$. Three-momentum is still conserved, but the time integral no longer gives a delta function. For an energy gap $\Delta=|Q^0|$, completing the square,

$$-\frac{t^2}{2\tau^2}+i\Delta t=-\frac{(t-i\Delta\tau^2)^2}{2\tau^2}-\frac{\Delta^2\tau^2}{2},$$

gives

$$\int dt\,e^{-t^2/2\tau^2}e^{i\Delta t}=\tau\sqrt{2\pi}\;e^{-\Delta^2\tau^2/2}.$$

The opposite sign of $Q^0$ gives the same value. Relative to its value at $\Delta=0$, the time integral is reduced by $e^{-\Delta^2\tau^2/2}$. For the electron with $|\mathbf p|=4\,m$ and $\Delta=0.2911\,m$, this factor is $0.347$ at $\tau=5/m$, $0.0144$ at $10/m$ and $4.4\times10^{-8}$ at $20/m$.

Gaussian switching over a finite time thus leaves a nonzero amplitude wherever the spinor factor is nonzero, because a time-dependent coupling does not conserve the energy of the particles. Other switching profiles behave differently in detail: a sudden switch of duration $T$ gives $2\sin(\Delta T/2)/\Delta$, which has zeros and stays bounded instead of decaying, so that only its ratio to the value $T$ at $\Delta=0$ tends to zero. Return to the Gaussian. For fixed $\Delta>0$ the exponential outweighs the prefactor $\tau$, and the integral vanishes as $\tau\to\infty$. "Forbidden" refers to this limit.

### (g) Where the assumptions enter

**Massless charge.** For $m=0$, $p\cdot k=\omega|\mathbf p|(1-\cos\theta)$ vanishes at $\theta=0$. With $|\mathbf p|>\omega$, collinear emission has the gap $(|\mathbf p|-\omega)+\omega-|\mathbf p|=0$. The proof in part (c) needs $m>0$. Energy and momentum conservation then no longer forbid the process, but at exactly $\theta=0$ the spinor factor vanishes for a transverse photon. The photon would carry angular momentum $\pm1$ along the common direction, which requires the fermion spin to flip, and the vertex does not flip the helicity of a massless fermion.

**Massive vector particle.** Replace the photon by a particle with $k^2=M^2$. Its decay into a pair requires $k=p+p'$, or $p'=k-p$. Squaring gives $m^2=M^2+m^2-2p\cdot k$, so $p\cdot k=M^2/2$. In the rest frame of the vector particle $p\cdot k=ME$, hence $E=M/2$. Since $E\ge m$, the decay is kinematically possible for $M\ge2m$. The photon, with $M=0$, is excluded.

**Internal photon line.** In higher orders the photon at a vertex may be an internal line, for which $k^2=0$ is not required. The vertex then fixes $k^2$ through the fermion momenta. Evaluate the invariants in the rest frame of $p$, where $p\cdot p'=mE'$. If an electron is scattered from $p$ to $p'\neq p$, then

$$k^2=(p-p')^2=2m^2-2mE'<0 .$$

If a pair is created or annihilated,

$$k^2=(p+p')^2=2m^2+2mE'\ge4m^2 .$$

Neither value is zero, which is the result of part (c) in another form. The vertex operator itself is not zero: its matrix elements between free on-shell states vanish at first order, while the same vertex contributes to second-order processes, where at least one of its lines, photon or fermion, is internal and need not be on shell (one line in tree diagrams, more in loops). The values quoted in these answers can be compared with the numerical output below.

## Table of computed values

```
Units: hbar = c = 1; energy and momentum in electron masses m
electron rest energy = 510.999 keV
processes found in Fock space = 8
|p| = 0.75 m, E = 1.2500 m, photon energy w = 3.00 m
angle between p and k = 60.0 degrees
invariant p.k = 2.6250 m^2
smallest p.k over all angles = 1.5000 m^2
process | signs (p, p', k) | E' (m) | Q0 = E_in - E_out (m)
e- -> e- photon          | +1 -1 -1 | 2.8831 | -4.6331
e- photon -> e-          | +1 -1 +1 | 3.5795 | +0.6705
vacuum -> e+ e- photon   | -1 -1 -1 | 3.5795 | -7.8295
photon -> e+ e-          | -1 -1 +1 | 2.8831 | -1.1331
e+ e- -> photon          | +1 +1 -1 | 2.8831 | +1.1331
e+ e- photon -> vacuum   | +1 +1 +1 | 3.5795 | +7.8295
e+ -> e+ photon          | +1 -1 -1 | 2.8831 | -4.6331
e+ photon -> e+          | +1 -1 +1 | 3.5795 | +0.6705
least pair energy at total momentum 3 m = 3.6056 m
least pair-creation gap = 0.6056 m = 309.4 keV
collinear emission, w = 3 m: |p| (m) | gap (m) | high-energy formula (m)
  4 | 2.9111e-01 | 3.7500e-01
  40 | 1.0130e-03 | 1.0135e-03
  400 | 9.4458e-06 | 9.4458e-06
electron energy at |p| = 4 m: 4.1231 m
final electron energy after emission: 1.4142 m
emission gap at |p| = 4 m: 0.2911 m = 148.8 keV
pair creation: p.p' = 3.0414 m^2
pair creation: spin-summed squared spinor factor = 16.1657 m^2
switching time tau (1/m) | time integral relative to zero gap
  5 | 3.467e-01
  10 | 1.445e-02
  20 | 4.358e-08
collinear gap for a massless charge, |p| = 4 m: 0.0000 m
least vector-particle mass for decay into a pair: 2.0000 m
```
